# Cubic spin splitting of the MoS2 valence band near Gamma

## From the symmetry of the doublet

A hole in monolayer MoS2 can sit at a corner of the Brillouin zone, K, or near its centre, $\Gamma$. At K spin-orbit coupling splits the top valence band by roughly 0.15 eV. At $\Gamma$ the same band, in the same crystal with the same heavy atom, is spin degenerate. A splitting must therefore develop on the way from $\Gamma$ to K, and a hole with such a wavevector feels an effective magnetic field set by that wavevector. How fast does that field grow, and does it depend on the direction of motion?

**The crystal and its axes.** The monolayer is a plane of Mo atoms between two planes of S atoms. Each S atom of the upper plane lies directly above one of the lower plane. Put a Mo atom at the origin and take the lattice vectors

$$\mathbf a_1=a(1,0),\qquad \mathbf a_2=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right).$$

Seen from above, the three nearest S positions lie at distance $a/\sqrt3$ in the directions $90^\circ$, $210^\circ$ and $330^\circ$. One reciprocal vector is $\mathbf b_2=(4\pi/\sqrt3a)(0,1)$, since $\mathbf b_2\cdot\mathbf a_1=0$ and $\mathbf b_2\cdot\mathbf a_2=2\pi$. Its midpoint is a zone-edge point M. The line $\Gamma$-M thus runs along $y$, parallel to a projected Mo-S bond, and $\Gamma$-K runs along $x$. Let $\theta$ be the angle of $\mathbf k$ from $x$, and let $k=|\mathbf k|$.

The crystal is taken to be flat, unstrained, nonmagnetic and free of perpendicular electric fields. Its point group $D_{3h}$ is generated by three operations:

- $C_3$, the rotation by $120^\circ$ about $z$;
- $\sigma_h$, the horizontal mirror $z\to-z$;
- $\sigma_v$, the vertical mirror $x\to-x$, which keeps the S position at $90^\circ$ and exchanges the other two.

Time reversal $\Theta$ is a further symmetry.

**The states at $\Gamma$.** Without spin, the top valence state at $\Gamma$ is a single orbital made of Mo $d_{z^2}$ and S $p_z$. It is unchanged by every operation of $D_{3h}$, a property denoted $A_1'$. With spin it gives two states, and these transform as the two states of a spin one-half, because the orbital factor contributes nothing.

Spin-orbit coupling mixes other orbitals into the pair. It respects the symmetry, so the transformation law stays the same as long as the pair does not meet another level. The neighbouring levels are electronvolts away, while the coupling is of order 0.1 eV. The mixed states do contain some opposite spin. The Pauli matrices $\tau_x,\tau_y,\tau_z$ of the pair therefore describe a pseudospin, which transforms as spin does but is not pure spin.

**The effective Hamiltonian.** Because the pair is isolated, the other bands can be eliminated near $\Gamma$. What remains is a $2\times2$ Hermitian matrix whose entries have a power series in $\mathbf k$. Any such matrix can be written as

$$H(\mathbf k)=e(\mathbf k)+\mathbf s(\mathbf k)\cdot\boldsymbol\tau ,$$

with $e$ and the three components of $\mathbf s$ real. Its eigenvalues are $e\pm|\mathbf s|$, so the splitting is $2|\mathbf s|$.

Let a spatial operation $g$ act on positions by the $3\times3$ matrix $R$, and on the pair by the unitary matrix $U_g$. Symmetry of the crystal means

$$U_gH(\mathbf k)U_g^\dagger=H(g\mathbf k).$$

Spin is an angular momentum, hence an axial vector. It turns with a proper rotation. Under a mirror it acquires the extra sign $\det R=-1$, as $\mathbf r\times\mathbf p$ does. Therefore

$$U_g(\mathbf s\cdot\boldsymbol\tau)U_g^\dagger=(\det R\,R\,\mathbf s)\cdot\boldsymbol\tau,$$

and comparison of the two sides gives

$$\mathbf s(g\mathbf k)=\det R\;R\,\mathbf s(\mathbf k).$$

Time reversal reverses both the wavevector and the pseudospin, so $\mathbf s(-\mathbf k)=-\mathbf s(\mathbf k)$. The scalar part obeys $e(-\mathbf k)=e(\mathbf k)$.

**The horizontal mirror fixes the axis of the field.** For $\sigma_h$ the matrix is $R=\mathrm{diag}(1,1,-1)$, so $\det R\,R=\mathrm{diag}(-1,-1,1)$. An in-plane wavevector is unchanged by $\sigma_h$. Hence $s_x=-s_x$ and $s_y=-s_y$, and both vanish. With $f=s_z$,

$$H(\mathbf k)=e(\mathbf k)+f(\mathbf k)\tau_z .$$

The effective field points along the normal to the layer. The value $\tau_z=\pm1$ labels the two mirror sectors and remains a good label at each $\mathbf k$.

**The other operations fix the shape of $f$.** For $C_3$, $\det R=1$ and the $z$ component is unchanged. For $\sigma_v$, $\det R\,R=\mathrm{diag}(1,-1,-1)$, which reverses the $z$ component. The conditions are

$$f(C_3\mathbf k)=f(\mathbf k),\qquad f(-k_x,k_y)=-f(k_x,k_y),\qquad f(-\mathbf k)=-f(\mathbf k).$$

Define $k_\pm=k_x\pm ik_y=ke^{\pm i\theta}$ and expand

$$f=\sum_{p,q\ge0}c_{pq}\,k_+^pk_-^q,\qquad c_{qp}=c_{pq}^* .$$

The relation between coefficients makes $f$ real. With $\omega=e^{2\pi i/3}$, the rotation takes $k_+$ to $\omega k_+$ and $k_-$ to $\omega^{-1}k_-$. A term is then multiplied by $\omega^{p-q}$, and it survives if $p-q$ is a multiple of three. Time reversal requires $p+q$ to be odd.

At degree one, $p-q=\pm1$, so nothing survives. Degree two is even and is excluded. At degree three $p-q$ can be $\pm1$ or $\pm3$, and the values $\pm3$ are allowed:

$$f=c\,k_+^3+c^*k_-^3+O(k^5).$$

The vertical mirror changes $k_x$ to $-k_x$, which means $k_+\to-k_-$ and $k_-\to-k_+$. The cubic part becomes $-c\,k_-^3-c^*k_+^3$. This must equal $-c\,k_+^3-c^*k_-^3$, so $c=c^*$. Set $A=2c$. From

$$k_+^3=k_x^3+3ik_x^2k_y-3k_xk_y^2-ik_y^3$$

the real part is $k_x^3-3k_xk_y^2$, and therefore

$$f(\mathbf k)=A\,(k_x^3-3k_xk_y^2)+O(k^5)=A\,k^3\cos3\theta+O(k^5).$$

The splitting of the band is

$$\Delta_s(\mathbf k)=2|f|\simeq2|A|\,k^3\,|\cos3\theta| .$$

At fixed $k$ this leading term is largest along $\Gamma$-K, where $\theta=0$, and along the five directions related to it by steps of $60^\circ$. The sign of $f$ alternates between neighbouring sectors. A state with its wavevector towards K and its time-reversed partner, with the opposite wavevector, have opposite $\tau_z$ and equal energy.

Symmetry allows the cubic term but gives no value for $A$. The statement that the splitting starts at cubic order thus has two parts: lower orders are forbidden, and $A$ is nonzero. The second part needs a microscopic calculation.

**The zeros on $\Gamma$-M survive at higher order.** On the $y$ axis $k_x=0$, and the condition from $\sigma_v$ reads $f(0,k_y)=-f(0,k_y)$. So $f$ vanishes there whatever the order of the expansion. Rotation by $C_3$ carries this line to the other two, and together they contain all six $\Gamma$-M directions.

There is a stronger argument that needs no expansion and no isolated doublet. Let $P_h$ and $P_v$ be the actions of the mirrors on orbital functions. A mirror acts on spin as a half-turn about its normal, so on spinors

$$M_h=-i\sigma_zP_h,\qquad M_v=-i\sigma_xP_v ,$$

where $\sigma_x,\sigma_z$ act on true spin. The orbital parts commute, since changing the sign of $x$ and of $z$ can be done in either order. The spin parts anticommute, $\sigma_z\sigma_x=-\sigma_x\sigma_z$. Hence

$$M_hM_v=-M_vM_h .$$

For $\mathbf k=(0,k_y)$ both mirrors leave $\mathbf k$ alone, and both commute with the full one-electron Hamiltonian. Because $M_h^2=-1$, an energy eigenstate can be chosen with $M_h|u\rangle=i\eta|u\rangle$ and $\eta=\pm1$. Then

$$M_hM_v|u\rangle=-M_vM_h|u\rangle=-i\eta\,M_v|u\rangle .$$

The state $M_v|u\rangle$ has the same energy as $|u\rangle$ and the opposite mirror eigenvalue, so it is orthogonal to $|u\rangle$. Every band is at least doubly degenerate along the whole of $\Gamma$-M, however strong the spin-orbit coupling.

**Which symmetry does which work.** Time reversal was used to discard even powers. Suppose it is absent while all of $D_{3h}$ remains. The mirror condition on a general coefficient is $(-1)^{p+q}c_{pq}=-c_{qp}$. For even $p+q$ this gives $c_{pq}=-c_{qp}$, which removes every term with $p=q$, including a constant. The difference $p-q$ must now be even and a multiple of three, so the first even term has $p-q=\pm6$ and is proportional to $k^6\sin6\theta$. The cubic onset and the nodal lines are unaffected. Given the whole of $D_{3h}$, time reversal is thus not needed for either claim.

It becomes useful when $\sigma_v$ is absent. Then $C_3$, $\sigma_h$ and $\Theta$ still exclude a constant, linear and quadratic terms. The coefficient $c$ may be complex, however, and $f=2|c|k^3\cos(3\theta+\arg c)$ at leading order. The onset stays cubic, while the zeros are no longer tied to $\Gamma$-M and in general turn away from it.

**What happens when a symmetry is broken.** A perpendicular electric field, or a substrate on one side, removes $\sigma_h$. In-plane components of $\mathbf s$ are then allowed. Let $s_+=s_x+is_y$. Under $C_3$ it is multiplied by $\omega$, so its linear part must be $s_+=\beta k_+$, because $k_-$ would acquire $\omega^{-1}$. The vertical mirror turns $s_+$ into $s_+^*$ and $k_+$ into $-k_-$, which gives $-\beta k_-=\beta^*k_-$. So $\beta=i\alpha_R$ with $\alpha_R$ real, and

$$\mathbf s\cdot\boldsymbol\tau=\alpha_R(k_x\tau_y-k_y\tau_x).$$

This is the Rashba term. Its splitting $2|\alpha_R|k$ is independent of direction, and at small enough $k$ it exceeds any cubic term.

Uniaxial strain along $y$ removes $C_3$ but keeps both mirrors. The field still points along $z$, and $f$ is odd in $k_x$ and odd in $\mathbf k$, so it may begin as

$$f=\alpha k_x+O(k^3).$$

The $y$ axis remains degenerate. The other two former nodal lines do not.

A magnetization along $z$ is reversed by $\sigma_v$ and by $\Theta$. It permits a constant in $f$, and the doublet then splits at $\Gamma$ itself. In the opposite direction, a structure with an inversion centre, such as the usual 2H bilayer, loses the splitting altogether. Inversion gives $\mathbf s(-\mathbf k)=\mathbf s(\mathbf k)$, time reversal gives $\mathbf s(-\mathbf k)=-\mathbf s(\mathbf k)$, and together they leave $\mathbf s=0$.

## From the orbitals, and what each derivation assumes

The symbols carried over are these. The wavevector $\mathbf k$ has length $k$ and angle $\theta$ from $x$, the direction of $\Gamma$-K, while $\Gamma$-M lies along $y$; $k_\pm=ke^{\pm i\theta}$ and $\omega=e^{2\pi i/3}$. The symmetries are the rotation $C_3$, the mirrors $\sigma_h$ ($z\to-z$) and $\sigma_v$ ($x\to-x$), and time reversal $\Theta$. Near $\Gamma$ the valence doublet has energies $e\pm f$, with $f=Ak^3\cos3\theta+O(k^5)$ and splitting $2|f|$. The symmetry argument left open what produces $A$ and how large it is. A second derivation starts from orbitals and reaches the same law with a coefficient.

**Splitting as an orbital moment.** Write the atomic spin-orbit coupling as

$$H_{so}=\tfrac12\,\boldsymbol\sigma\cdot\boldsymbol\Lambda,\qquad \boldsymbol\Lambda=\sum_i\lambda_i\mathbf L_i ,$$

where $\mathbf L_i$ is the dimensionless angular momentum on atom $i$ and $\lambda_i$ its coupling energy. Let $|u_{\mathbf k}\rangle$ be the spinless valence state, which is even under $\sigma_h$. The components $\Lambda_x$ and $\Lambda_y$ are odd under $\sigma_h$, so their expectation values vanish. To first order, spin $s=\pm1$ along $z$ shifts the energy by $\tfrac s2\langle\Lambda_z\rangle$. Half the difference between the two spins is

$$f\simeq\tfrac12\langle u_{\mathbf k}|\Lambda_z|u_{\mathbf k}\rangle .$$

The splitting thus measures how much the orbital state circulates about $z$. At $\Gamma$ the state is built from $d_{z^2}$ and $p_z$, which do not circulate. Circulation has to be mixed in by the motion.

**A three-band model.** The simplest source of circulation is a pair of orbital states $|\pm\rangle$, called $E'$, at energy $D$ from the valence state $|0\rangle$, whose energy is set to zero. Under $C_3$ they are multiplied by $\omega^{\pm1}$. The Mo orbital with $L_z=+2$ belongs to $|+\rangle$, since a rotation by $120^\circ$ multiplies it by $e^{-4\pi i/3}=\omega$. Phases can be chosen so that

$$\Theta|\pm\rangle=|\mp\rangle,\qquad P_v|\pm\rangle=-|\mp\rangle,$$

while $|0\rangle$ is unchanged by both; $P_v$ is the orbital action of $\sigma_v$. For the Mo orbitals $d_{\pm2}\propto(x\pm iy)^2$, the choice $|+\rangle=i\,d_{+2}$ and $|-\rangle=-i\,d_{-2}$ satisfies both relations.

Let $V_\pm(\mathbf k)=\langle\pm|H(\mathbf k)|0\rangle$. Rotation symmetry requires $V_+(C_3\mathbf k)=\omega V_+(\mathbf k)$. At linear order this admits $k_+$. At quadratic order it admits $k_-^2$, which acquires $\omega^{-2}=\omega$. So

$$V_+=\gamma k_++\delta k_-^2+O(k^3).$$

Time reversal is antiunitary and gives $V_-(\mathbf k)=V_+(-\mathbf k)^*$, hence

$$V_-=-\gamma^*k_-+\delta^*k_+^2+O(k^3).$$

The vertical mirror gives $V_+(-k_x,k_y)=-V_-(k_x,k_y)$. Its left side is $-\gamma k_-+\delta k_+^2$ and its right side is $\gamma^*k_--\delta^*k_+^2$. Both constants are therefore imaginary. With $\gamma=ig$, $\delta=id$ and $g,d$ real,

$$V_+=i(gk_++dk_-^2),\qquad V_-=i(gk_--dk_+^2).$$

The relative sign of the two terms differs between $V_+$ and $V_-$, and the splitting comes from that difference.

A coupling $K=\langle+|H|-\rangle$ could also matter. Rotation gives it a factor $\omega^2$, which admits $k_-$ and $k_+^2$. Time reversal gives $K(-\mathbf k)=K(\mathbf k)$, which removes $k_-$. Thus $K$ is of order $k^2$ and enters the valence energy at order $k\cdot k^2\cdot k=k^4$.

**Eliminating the pair.** Spin-orbit coupling gives $|\pm\rangle$ the energies $D\pm s\zeta$, where $\zeta=\tfrac12\langle+|\Lambda_z|+\rangle$. The amplitudes $c_0,c_\pm$ of an eigenstate with energy $E_s$ obey

$$E_sc_0=V_+^*c_++V_-^*c_-,\qquad (E_s-D\mp s\zeta)c_\pm=V_\pm c_0 .$$

Since $E_s$ is of order $k^2$, it can be dropped beside $D$ in the second relation at the cost of terms of order $k^4$. Substitution into the first gives

$$E_s=-\frac{|V_+|^2}{D+s\zeta}-\frac{|V_-|^2}{D-s\zeta}+O(k^4).$$

Now take $f=\tfrac12(E_{+1}-E_{-1})$. The terms in $|V_+|^2$ combine as

$$\frac{|V_+|^2}{2}\left(\frac1{D-\zeta}-\frac1{D+\zeta}\right)=\frac{\zeta|V_+|^2}{D^2-\zeta^2},$$

and those in $|V_-|^2$ give the same form with the opposite sign. The squared couplings are

$$|V_\pm|^2=g^2k^2+d^2k^4\pm2gd\,k^3\cos3\theta ,$$

because the cross term contains the real part of $k_-^3$ or $k_+^3$. The even parts cancel in the difference. Time reversal makes $f$ odd in $\mathbf k$, so the neglected $k^4$ terms cannot contribute to it, and

$$f=\frac{4\zeta gd}{D^2-\zeta^2}\,k^3\cos3\theta+O(k^5).$$

This is the earlier law with $A=4\zeta gd/(D^2-\zeta^2)$. A linear coupling alone mixes equal amounts of the two circulations. The quadratic coupling interferes with it, adding to one and subtracting from the other. The product of a linear and a quadratic amplitude is cubic.

On $\Gamma$-M the mirror relation reads $V_+=-V_-$ at the same $\mathbf k$. The two circulations are then admixed equally and $f=0$. When $\zeta$ or $d$ goes to zero the cubic term disappears. The elimination fails when $|D|-|\zeta|$, the distance to the nearer of the two shifted levels, is no longer large compared with $|V_\pm|$.

As an illustration with round numbers not fitted to any material, take $D=3$ eV, $\zeta=0.08$ eV, $g=0.3$ eV nm and $d=0.05$ eV nm$^2$. Then

$$A=\frac{4(0.08)(0.3)(0.05)}{9-0.0064}\ \text{eV nm}^3=5.34\times10^{-4}\ \text{eV nm}^3 .$$

At $k=0.05$ nm$^{-1}$ and $\theta=0.2$ rad, multiplication by $k^3\cos3\theta=1.03\times10^{-4}$ nm$^{-3}$ gives $f=55.06$ neV. Numerical diagonalization of the three-band matrix gives 55.05 neV.

**More orbitals.** The crystal has several $E'$ pairs, and these open another route. For pairs $a$ and $b$, let $K_{ab}=\langle +,a|H|-,b\rangle$; time reversal gives $K_{ab}(-\mathbf k)=K_{ba}(\mathbf k)$. A linear coupling between different pairs is then allowed if it is antisymmetric in $a$ and $b$, and three linear steps also make a cubic term. To find a value for $A$, all the chosen orbitals have to be kept.

The example uses five $d$ orbitals on Mo and three $p$ orbitals on each S, taken as orthogonal. Two-centre (Slater-Koster) hopping joins neighbouring Mo atoms, neighbouring S atoms in each plane, nearest Mo-S pairs and the two S atoms of a vertical pair. The parameters are rough, rounded values in the regime of monolayer MoS2:

- lattice constant 0.316 nm, S height 0.158 nm;
- Mo on-site energies $-1.1$ ($z^2$), $0$ ($xz,yz$), $-1.5$ eV ($x^2-y^2,xy$);
- S on-site energies $-3.6$ ($x,y$), $-6.9$ eV ($z$);
- $pd$ hoppings $3.7$ ($\sigma$), $-1.2$ eV ($\pi$);
- $dd$ hoppings $-0.9$ ($\sigma$), $0.25$ ($\pi$), $0.23$ eV ($\delta$);
- $pp$ hoppings $1.2$ ($\sigma$), $-0.5$ eV ($\pi$);
- $\lambda$ equal to 0.08 eV on Mo and 0.05 eV on S.

Diagonalization at $\Gamma$ without spin gives a valence state with 97% $d_{z^2}$ and 3% $p_z$ weight. The nearest levels lie 2.8 eV above and 2.6 eV below. With spin, the matrix separates into two mirror sectors, and $f$ is half the difference between their valence energies. Writing $f/k^3=A+Bk^2$ along $\Gamma$-K and solving for the two constants from $k=0.2$ and $0.4$ nm$^{-1}$ gives

$$A=-0.0620\ \text{meV nm}^3,\qquad B=-0.0008\ \text{meV nm}^5 .$$

So $A$ is nonzero in this model. At $k=1$ nm$^{-1}$, about 8% of the distance to K, the cubic law gives a splitting of $2(0.0620)(1)^3=0.124$ meV. The full model gives 0.126 meV. The ratio of the full $f$ to the cubic law is 1.012 there and 1.034 at both 2 and 4 nm$^{-1}$. With the quintic term alone the ratio would be about 1.05 at 2 nm$^{-1}$ and 1.2 at 4 nm$^{-1}$, so still higher orders are already visible at 2 nm$^{-1}$ and matter strongly by 4 nm$^{-1}$.

The first-order orbital moment at $k=1$ nm$^{-1}$ gives $f=-0.083$ meV, against $-0.063$ meV from the full model. It is too large in magnitude by a third of the full value. Spin-conserving coupling contains $s$ and $\lambda$ in the product $s\lambda$, so its contribution to $f$ is odd in $\lambda$ and has no second-order part. Virtual spin flips do allow a second-order part, which the first-order formula omits. With the spin-flip terms removed, the model gives $-0.083$ meV, the same as the first-order formula to the digits shown. The spin flips thus account for the difference.

**The real layer.** The lattice constant and the coupling on Mo are typical of MoS2. The band is less so: its mean energy falls by 39 meV between $\Gamma$ and $k=1$ nm$^{-1}$, which corresponds to a hole mass near one electron mass, whereas density-functional calculations usually give a heavier hole and a larger $p_z$ share at $\Gamma$. The value of $A$ is also sensitive to the parameters. In 600 trials with random changes of up to 10% in the hoppings and nonzero on-site energies, it ranged from about $0$ to $-0.20$ meV nm$^3$, with nine in ten between $-0.02$ and $-0.12$. A different eleven-orbital set, with 62% $d_{z^2}$ weight at $\Gamma$, gives $A=+0.009$ meV nm$^3$, of opposite sign. The quoted value therefore illustrates this parameter set and does not establish the size or sign of $A$ in real MoS2. The comparisons below carry the same limit. Real devices break the assumed symmetry through gates, substrates and strain. For a local field of 1 MV/cm, represented by opposite potentials on the two S planes, the model gives 0.088 meV on $\Gamma$-M at $k=1$ nm$^{-1}$, where the ideal value is zero. This is 70% of the ideal splitting along $\Gamma$-K at the same $k$. Screening is left out, so the field is the one acting inside the layer. Dipole terms within an atom are neglected as well.

In the model a strain of 1% has a larger effect at this wavevector than the field above. A 1% stretch along $y$, with the S height held fixed, all $y$ coordinates scaled alike and hoppings weakened by rough inverse powers of distance (5 for $dd$, 2 for $pp$, 3.5 for $pd$), gives $f=\alpha k_x$ at small $k$ with $\alpha=0.277$ meV nm. A $pd$ exponent between 2 and 5 moves $\alpha$ from 0.23 to 0.32 meV nm. The ordering of strain and field also depends on the parameters: the set with 62% $d_{z^2}$ weight gives $\alpha=-0.006$ meV nm and a field splitting of 0.027 meV. Such a strain also lets the S atoms shift along $y$ relative to Mo, which is left out here. A shift of 30% of the stretch of the projected Mo-S bond would change $\alpha$ by about 0.1 meV nm, up or down according to its direction, so the numbers below hold only for the unshifted case. Along $x$ the linear and unstrained cubic terms are equal in size at

$$k=\sqrt{|\alpha/A|}=\sqrt{0.277/0.0620}\ \text{nm}^{-1}=2.1\ \text{nm}^{-1}.$$

Below this wavevector the linear term is the larger. Because $\alpha$ and $A$ have opposite signs here, the two terms cancel along $x$, and the splitting of the strained model passes through zero near 2.1 nm$^{-1}$. At $k=1$ nm$^{-1}$ and $\theta=30^\circ$, a nodal direction of the unstrained layer, the strained model has a splitting of 0.48 meV.

At $k=1$ nm$^{-1}$ these splittings are also small beside other energies. An assumed lifetime of 50 fs gives a broadening $\hbar/(50\ \text{fs})=13$ meV, about a hundred times the ideal splitting at that wavevector. The thermal energy at 300 K is 26 meV. In the model the valence edge at K lies 220 meV above $\Gamma$, so the Boltzmann factor for a hole at $\Gamma$ relative to K is $e^{-220/25.85}\approx2\times10^{-4}$, before densities of states are counted. The offset is sensitive to the rounding of the parameters: a nearby set (hoppings and nonzero on-site energies moved by under 7%, the $xz,yz$ level at $-0.05$ eV, $\lambda=0.086$ and $0.052$ eV) gives 146 meV and a factor near $4\times10^{-3}$, together with $A=-0.057$ meV nm$^3$ and a field splitting of 0.102 meV. With this broadening the splitting at $k=1$ nm$^{-1}$ would not appear as two resolved levels. It grows quickly with $k$, however, and along $\Gamma$-K the model gives 16 meV at 5 nm$^{-1}$, comparable with the broadening. In the model, few thermal holes would occupy the region around $\Gamma$ at all.

**What each derivation assumes.** The symmetry derivation assumes an isolated doublet with the transformation law of $A_1'$ times spin, and a power series about $\Gamma$. It puts no further limit on the strength of spin-orbit coupling and includes spin flips. It yields the allowed form of $f$ and no magnitude. Its result for $\Gamma$-M assumes less still: two mirrors that preserve $\mathbf k$ and a one-electron Hamiltonian that respects them.

The orbital derivation uses the same symmetries, applied to the couplings between bands instead of to the final doublet. It assumes in addition that one $E'$ pair dominates, that spin is conserved, and that the gap is large compared with the couplings. In return it identifies the cubic term as an interference and gives its coefficient. The eleven-orbital model, diagonalized in full, needs none of these three assumptions. It relies instead on a finite orbital set and chosen parameters. Changing those parameters changes $A$, and could make it vanish by accident. It cannot produce a linear splitting, or any splitting on $\Gamma$-M, while the symmetries hold.
